# Atom-pair C6 coefficients from hydride polarizabilities in D3, tested on BeH2, part 2

The D3 dispersion correction interpolates the coefficient \(C_6\) of an atom pair between reference values, such as one from the free atom and one from a hydride. For a beryllium compound, the user must judge which reference ought to dominate.

The algebra is in atomic units. M and N are neutral closed-shell systems at a large distance \(R\), with \(E=-C_6/R^6\). Their dipoles interact through \(T_{ij}=\delta_{ij}-3\hat R_i\hat R_j\), where \(\hat{\mathbf R}\) is the unit vector joining them. With excitation energies \(\Omega_p\) and oscillator strengths \(f_p\) for M, and \(\Omega_q\), \(f_q\) for N, the orientation average gives

\[
C_6^{MN}=\frac32\sum_{pq}\frac{f_pf_q}{\Omega_p\Omega_q(\Omega_p+\Omega_q)}. \tag{1}
\]

The mean polarizability at imaginary frequency is

\[
\alpha(i\omega)=\sum_p\frac{f_p}{\Omega_p^2+\omega^2}, \tag{2}
\]

and it determines the coefficient through

\[
C_6^{MN}=\frac3\pi\int_0^\infty d\omega\,\alpha^M(i\omega)\,\alpha^N(i\omega). \tag{3}
\]

For a hydride M = A\(_m\)H\(_n\), each hydrogen is assigned half of \(\alpha^{\rm H_2}\), which leaves for each atom of A

\[
\alpha^A(i\omega)=\frac1m\left[\alpha^M(i\omega)-\frac n2\,\alpha^{\rm H_2}(i\omega)\right]. \tag{5}
\]

With a second hydride N = B\(_k\)H\(_l\), expanding the integral gives

\[
mk\,C_6^{AB}=C_6^{MN}-\frac l2C_6^{M,{\rm H_2}}-\frac n2C_6^{{\rm H_2},N}+\frac{nl}{4}C_6^{{\rm H_2,H_2}}. \tag{7}
\]

If \(\alpha^A\) is instead taken from another system, the hydride may deviate from additivity by \(\delta(i\omega)\):

\[
\alpha^M=m\alpha^A+\frac n2\alpha^{\rm H_2}+\delta .
\]

The oscillator strengths obey \(\sum_pf_p=N_e\), the number of electrons. The extracted atom and the free atom therefore agree in the limit of large \(\omega\). A negative \(\alpha^A\) would not show in a like-pair \(C_6\), which contains its square.

## The beryllium atom in BeH2 and the limits of additivity

The second half uses these symbols and results. \(\alpha(i\omega)\) is the orientation-averaged polarizability at imaginary frequency, and two systems M and N attract with

\[
C_6^{MN}=\frac3\pi\int_0^\infty d\omega\,\alpha^M\alpha^N,\qquad E=-\frac{C_6}{R^6}.
\]

From a hydride A\(_m\)H\(_n\), D3 obtains the atomic function \(\alpha^A=[\alpha^M-\frac n2\alpha^{\rm H_2}]/m\) and inserts it into the same integral. This rests on additivity, and \(\delta\) denotes the amount by which a hydride departs from the sum of its assumed parts.

Beryllium allows a direct test, because the free atom, H\(_2\) and BeH\(_2\) all have closed shells and can be treated by one method. The method here is time-dependent Hartree-Fock theory, a mean-field theory of the response. Let \(i,j\) label occupied and \(a,b\) virtual real spatial orbitals with energies \(\varepsilon\), and let \((ia|jb)\) be the Coulomb integral between the orbital products \(ia\) and \(jb\). The singlet response matrices are

\[
A_{ia,jb}=\delta_{ij}\delta_{ab}(\varepsilon_a-\varepsilon_i)+2(ia|jb)-(ij|ab),
\]
\[
B_{ia,jb}=2(ia|jb)-(ib|ja).
\]

A field \(F\) with time dependence \(e^{-izt}\) mixes virtual orbitals into the occupied ones with amplitudes \(X\) and \(Y\), which obey the linearized equations

\[
(A-z)X+BY=\mu F,\qquad BX+(A+z)Y=\mu F .
\]

Here \(\mu\) is the vector of dipole matrix elements \(\mu_{ia}\) along the field. The difference of the two equations is \((A-B)(X-Y)=z(X+Y)\), and their sum is \((A+B)(X+Y)-z(X-Y)=2\mu F\). Eliminating \(X-Y\) and setting \(z=i\omega\), so that \(-z^2=\omega^2\), gives

\[
\left[(A+B)+\omega^2(A-B)^{-1}\right](X+Y)=2\mu F .
\]

The induced dipole is \(2\mu^{\mathsf T}(X+Y)\), the factor 2 counting the spins. The polarizability along the field is therefore

\[
4\mu^{\mathsf T}\left[(A+B)+\omega^2(A-B)^{-1}\right]^{-1}\mu ,
\]

and the mean over three axes is \(\alpha(i\omega)\).

The matrices were built in the def2-TZVPD basis. Geometries were found by minimizing the Hartree-Fock energy in the def2-SVP basis, which gives bond lengths of 0.747 Å in H\(_2\) and 1.335 Å in linear BeH\(_2\). The frequency integral was evaluated with 40 Gauss-Legendre points \(x\) on \((-1,1)\), mapped by \(\omega=\omega_0(1+x)/(1-x)\) with \(\omega_0=0.5\) hartree. D3's published reference values rest on time-dependent density functional theory, so the numbers below illustrate its procedure and are not its tabulated values.

Polarizabilities are quoted as volumes. In the static limit, BeH\(_2\) has 2.831 Å\(^3\) and H\(_2\) has 0.764 Å\(^3\). With \(m=1\) and \(n=2\), one whole H\(_2\) is subtracted:

\[
\alpha^{\rm Be}(0)=2.831-0.764=2.067\ \text{Å}^3 .
\]

The coefficients of the molecules are 66.20 eV Å\(^6\) for two BeH\(_2\), 20.60 eV Å\(^6\) for BeH\(_2\) with H\(_2\), and 6.55 eV Å\(^6\) for two H\(_2\). Twice the middle one, before rounding, is 41.21 eV Å\(^6\). The expansion of the integral then gives

\[
C_6^{\rm BeBe}=66.20-41.21+6.55=31.54\ \text{eV Å}^6 ,
\]

or 52.8 hartree bohr\(^6\). The second decimal is kept for the subtraction and claims no such physical accuracy. Had the hydrogen-hydrogen coefficient alone been removed, the result would have been \(66.20-6.55=59.65\) eV Å\(^6\), which is 89% above the correct extraction. The excess of 28.11 eV Å\(^6\) is the attraction between beryllium and hydrogen.

That attraction belongs to four Be-H pairs, each with 7.03 eV Å\(^6\). Each of the four H-H pairs has \(6.55/4=1.64\) eV Å\(^6\). In this division the Be-Be pair carries 48% of the molecular coefficient, the Be-H pairs 42% and the H-H pairs 10%. The parts add up to 66.20 eV Å\(^6\) by construction, so their sum says nothing about additivity.

The first real comparison sets the same atoms side by side without a bond. A Be atom was placed 8.0 Å from the midpoint of an H\(_2\) molecule whose bond is perpendicular to the line between them. The pair was treated as a single system, and the H\(_2\) polarizability was subtracted as before. The static remainder is 6.750 Å\(^3\), against 6.753 Å\(^3\) for the free atom. The Be-Be coefficients are 168.4 and 168.5 eV Å\(^6\). In this orientation additivity holds to better than 0.1%; with the H\(_2\) bond along the line at the same distance, the coefficient deviates by \(+0.16\)%.

This is expected, since two distant systems respond almost independently. The leading correction in a model of point dipoles shows how the independence is lost. Each partner feels the applied field and the field of the other's induced dipole. With polarizability tensors \(a_1\) and \(a_2\),

\[
\mathbf d_1=a_1\left(\mathbf F-\frac{T\mathbf d_2}{R^3}\right),\qquad
\mathbf d_2=a_2\left(\mathbf F-\frac{T\mathbf d_1}{R^3}\right).
\]

Inserting the unperturbed dipoles on the right and adding gives the total tensor \(a_1+a_2-(a_1Ta_2+a_2Ta_1)/R^3\). One third of its trace contains the deviation

\[
\delta=-\frac{2}{3R^3}\operatorname{Tr}(a_1Ta_2)+O(R^{-6}).
\]

For an atom, \(a_1\) is a multiple of the unit matrix, and what remains is \(\operatorname{Tr}(Ta_2)\). Since \(T\) has zero trace, the \(R^{-3}\) term survives only through the anisotropy of H\(_2\). In this model additivity of the mean polarizability is thus protected at large distance. At bonding distance the model has no standing, because the electrons are shared.

The second comparison brings the same atoms into BeH\(_2\). The sum of free Be and H\(_2\) predicts a static polarizability of \(6.753+0.764=7.517\) Å\(^3\), while the molecule has 2.831 Å\(^3\). The deviation is \(\delta(0)=-4.69\) Å\(^3\), or 69% of the free atom's polarizability in magnitude. The coefficient for two BeH\(_2\) molecules predicted from free Be and H\(_2\) is 232.6 eV Å\(^6\), an overestimate of 251% relative to the directly computed 66.2 eV Å\(^6\). Bond formation has destroyed additivity between the free atom and H\(_2\).

In terms of the atom pair, the free atom gives 168.5 eV Å\(^6\) (282 hartree bohr\(^6\)) and the atom in the hydride 31.5 eV Å\(^6\), a ratio of 5.3. The static polarizabilities differ by a factor of 3.27, whose square is 10.7. The ratio of the coefficients is only half of this, and the frequency dependence shows why. The polarizabilities of the two versions of beryllium are:

| \(\hbar\omega\) (eV) | free Be (Å\(^3\)) | Be from BeH\(_2\) (Å\(^3\)) | ratio |
|---:|---:|---:|---:|
| 0 | 6.753 | 2.067 | 3.27 |
| 5 | 3.313 | 1.635 | 2.03 |
| 10 | 1.342 | 1.012 | 1.33 |
| 20 | 0.412 | 0.412 | 1.00 |
| 50 | 0.078 | 0.085 | 0.91 |

If \(r(\omega)\) is the ratio in the last column, then

\[
\frac{C_6^{\rm free}}{C_6^{\rm bound}}
=\frac{\int_0^\infty d\omega\,r^2(\alpha^{\rm bound})^2}{\int_0^\infty d\omega\,(\alpha^{\rm bound})^2},
\]

which is an average of \(r^2\) with a positive weight. The static value 10.7 enters this average together with the much smaller values found at 5 and 10 eV.

A single effective excitation makes this quantitative. Set \(\alpha(i\omega)=\alpha_0\Omega^2/(\Omega^2+\omega^2)\), which is one term of the sum over states with \(f=\alpha_0\Omega^2\). For two like systems, the sum-over-states formula gives \(C_6=\frac32f^2/(2\Omega^3)=\frac34\alpha_0^2\Omega\). The energy \(\Omega\) can be fixed by the values at zero and at \(\hbar\omega=5\) eV. Solving the one-term form for \(\Omega\) yields

\[
\Omega=\omega\sqrt{\frac{\alpha(i\omega)}{\alpha_0-\alpha(i\omega)}} .
\]

With the differences in the denominators taken before rounding, for the free atom this is \(5\sqrt{3.313/3.439}=4.9\) eV, and for the bound atom \(5\sqrt{1.635/0.433}=9.7\) eV. The corresponding estimates of \(C_6\) are

\[
\tfrac34(6.753)^2(4.91)=168\ \text{eV Å}^6,\qquad
\tfrac34(2.067)^2(9.72)=31\ \text{eV Å}^6 ,
\]

close to the full integrals. The bound atom is less polarizable, but its effective excitation energy is twice as high. The second effect divides the factor 10.7 by about two. These energies are parameters of the one-term form, not levels of an atom inside the molecule. The lowest singlet excitation of BeH\(_2\) as a whole lies at 7.0 eV in this calculation.

At 50 eV the ratio has fallen slightly below one. This does not contradict the electron count, which requires the ratio to approach one only in the limit where \(\omega\) exceeds all excitation energies that carry appreciable strength, those of the inner shell included. A finite basis also satisfies the sum rule only approximately: in this basis the oscillator strengths of the free Be atom add up to 4.25 instead of 4, and the ratio at 50 eV shifts by several percent when the basis is changed, so the last rows of the table are not converged: in the larger def2-QZVPPD basis the ratios at 10, 20 and 50 eV are 1.35, 1.05 and 0.96. The extracted function is positive at all tabulated frequencies, so the subtraction has not produced the negative polarizability that a like-pair coefficient would hide.

The failure just found concerns transfer from a free atom to a bonded one. D3 avoids that transfer by taking its reference from a hydride. The more relevant question is whether beryllium from one hydride describes beryllium in another. The hydrogen-bridged dimer Be\(_2\)H\(_4\) offers such a case. Its optimized structure has a Be-Be distance of 2.042 Å, terminal Be-H bonds of 1.334 Å and bridging Be-H distances of 1.481 Å. Each Be atom has three hydrogen neighbours instead of two.

With \(m=2\) and \(n=4\), the extracted atom is

\[
\frac12\left[\alpha^{\rm dimer}-2\alpha^{\rm H_2}\right]=\frac12\alpha^{\rm dimer}-\alpha^{\rm H_2}.
\]

Its difference from the atom in BeH\(_2\) is \(\frac12\alpha^{\rm dimer}-\alpha^{\rm BeH_2}\). The hydrogen share cancels, because the dimer has the composition of two BeH\(_2\) molecules. This comparison tests whether the polarizability of a BeH\(_2\) unit survives a change of bonding. It cannot tell whether half of H\(_2\) is the right share for a hydrogen bound to beryllium.

The static polarizability of Be from the dimer is 1.792 Å\(^3\), 13% below the 2.067 Å\(^3\) found in BeH\(_2\). The Be-Be coefficient falls from 31.5 to 25.5 eV Å\(^6\), or by 19%. For the whole molecules, additivity predicts \(4\times66.2=264.8\) eV Å\(^6\) between two dimers, since each dimer counts as two units. The direct value is 229.9 eV Å\(^6\), so the prediction is 15% too high relative to it.

Measured against the BeH\(_2\)-based values in both cases, the molecular coefficient falls by 13% (from 264.8 to 229.9 eV Å\(^6\)) and the atomic one by 19%. The atomic change is larger for a reason contained in the procedure. The hydrogens are held at their H\(_2\) value, so the entire loss of polarizability is assigned to beryllium, whose share is smaller than the whole. The calculation does not show which atoms have in fact become less polarizable, nor how much of the loss is due to the new bonds and how much to the mutual fields of the two units.

Transfer between these two hydrides thus costs 15% in the molecular coefficient, whereas transfer from the free atom costs 251%. D3 accordingly keeps several reference coefficients for an element and interpolates between them by coordination number, a smooth count of near neighbours. For atoms A and B with coordination numbers \(N_A\) and \(N_B\) in the actual structure, the coefficient is

\[
C_6^{AB}(N_A,N_B)=\frac{\sum_{ij}L_{ij}\,C_{6,ij}^{AB}}{\sum_{ij}L_{ij}},
\]
\[
L_{ij}=e^{-\kappa[(N_A-N_{A,i})^2+(N_B-N_{B,j})^2]} .
\]

The indices \(i\) and \(j\) now label reference systems with coordination numbers \(N_{A,i}\) and \(N_{B,j}\), and \(\kappa\) is a positive constant. The weights are positive and normalized, so the result lies between the smallest and the largest reference value. Interpolation cannot repair a set of references that all miss the bonding situation at hand.

In the present series the Be-Be coefficient falls from 168.5 to 31.5 to 25.5 eV Å\(^6\) as the number of hydrogen neighbours rises from zero to two to three. D3's coordination number counts all near neighbours, so in the dimer it also includes the second Be atom at 2.04 Å and lies nearer four than three. Either count orders these three cases correctly. The coordination number carries no direct information about charge: two environments with equal coordination but different charge transfer receive the same coefficient, although their polarizabilities may differ.

The numbers have limits of their own. In the smaller def2-SVPD basis, the coefficient from BeH\(_2\) is 31.0 eV Å\(^6\) and that from the free atom 178.9 eV Å\(^6\), changes of \(-2\)% and \(+6\)% relative to the larger basis. In the larger def2-QZVPPD basis the two coefficients are 30.9 and 168.1 eV Å\(^6\), a ratio of 5.4. The hydrogen share is less well converged: the static polarizability of H\(_2\) rises from 0.764 to 0.782 Å\(^3\), and the coefficient of two H\(_2\) molecules from 6.55 to 6.97 eV Å\(^6\), or by 6%. The contrast between free and bound beryllium is far greater than this sensitivity. The mean-field response matters more. In the def2-SVPD basis, coupled-cluster (CCSD) static polarizabilities lower the ratio of free to bound beryllium from 3.45 to 2.15, almost entirely through the free atom, while the ratio of Be in the dimer to Be in BeH\(_2\) stays at 0.88. That basis is too small for converged correlated values: it gives the free atom 4.6 Å\(^3\), well below the accepted value of about 5.6 Å\(^3\), so the ratio 2.15 overstates the drop. The direction is nevertheless clear: the contrast survives, while the absolute coefficients, the factor 5.3 and the 251% should be read as results of the mean-field model.

For the decision at the outset, a beryllium atom bonded as in a hydride calls for the hydride reference, and an isolated atom for the free-atom reference. An atom in an environment unlike both, such as a metal or a strongly ionic solid, is not covered by either comparison. One can still compute the polarizability of a fragment with the bonding in question and subtract assumed shares of its other atoms, but what remains then depends on the shares chosen. For linear BeF\(_2\) in the def2-SVPD basis, with Hartree-Fock def2-SVP bond lengths of 1.383 Å in BeF\(_2\), 0.901 Å in HF and 1.334 Å in F\(_2\), the static remainder for Be is 1.0 Å\(^3\) if each fluorine is taken from HF less half of H\(_2\), 0.5 Å\(^3\) if it is taken as half of F\(_2\), and \(-0.6\) Å\(^3\) if it is taken as F\(^-\). These values also depend on the basis and the bond lengths, and they show only the spread. The comparison that needs no such choice within the fragment is between its directly computed polarizability or \(C_6\) and the value that the reference atoms predict for it.
